Why newborn islands in epitaxial growth keep finite capture numbers

**Q:** A dimer has almost no perimeter. In the rate equations I would let its capture number go to zero with its size. What is wrong with that?

**A:** Perimeter does not set the supply by itself. Let each lattice site receive F atoms per second, let D be the adatom diffusivity and n̄ the mean number of adatoms per unit area. The capture number σ of an island is defined by

attachment rate = σ D n̄.

Assume that adatoms neither desorb nor leave an island again, and that atoms landing on an island join it. Every deposited atom then ends on some island. If an island receives the atoms deposited on an effective number of sites A, its attachment rate is FA, so

σ = FA/(D n̄).

At a given moment F, D and n̄ are common to all islands, so σ/σ̄ = A/Ā, where bars denote means over islands. The question becomes how large A is for an island that has just appeared.

**Q:** How do you find that area without drawing polygons?

**A:** From the adatom balance. Let n(y) be the adatom number on site y and h the hop rate to each neighbour. The density settles quickly compared with island growth, so deposition balances hopping:

F + h Σ′[n(y′) − n(y)] = 0,

with the sum over neighbours y′. With u = hn/F this reads

Lu = 1 off the islands, u = 0 on them, (Lu)(y) = Σ′[u(y) − u(y′)].

Let G(y,x) solve LG = 1 at y = x and LG = 0 at other free sites, with G = 0 on the islands. Now make x absorbing. The probability that an adatom from y reaches x before any old island is

P(y) = G(y,x)/G(x,x).

This ratio is 1 at x, 0 on the old islands, and elsewhere the average of its neighbours, as the first hop requires. These conditions fix P. Each site y contributes P(y) to the new area:

A = Σ_y G(y,x)/G(x,x).

Hops are equally likely in both directions, so G(y,x) = G(x,y). Since u solves Lu = 1, it is the sum of the responses to unit sources on all sites, Σ_y G(x,y) = u(x). Therefore

A = u(x)/G(x,x).

The numerator is the density the gap had built up before the birth. The total area is fixed, so what the newborn gains, its neighbours lose.

**Q:** Must the newborn wait while the density adjusts?

**A:** No, it starts with a surplus. The difference w between the actual density and the new steady one is non-negative at birth, because an added sink can only lower the steady density. It then decays by diffusion into the sinks and stays non-negative. The inflow to the newborn therefore approaches its steady value from above.

**Q:** Can you show me a case where I can do everything by hand?

**A:** Take islands on a line, one site each, at 0 and g. The balance 2u(x) − u(x−1) − u(x+1) = 1 with zero ends gives

u(x) = x(g − x)/2.

G falls linearly from its peak G(x,x) to zero on both sides. The two slopes must add up to the unit source:

G(x,x)/x + G(x,x)/(g − x) = 1, so G(x,x) = x(g − x)/g.

Dividing,

A = g/2.

The position cancels. A one-site newborn takes half of its parent gap wherever it appears. If it covered m sites, the same argument on each side would give (g + m − 1)/2, so its size hardly matters while m is much smaller than g.

**Q:** But I measure all islands of a given small size, not newborns. Is that the same average?

**A:** Not quite. Let islands with area A be born at rate ν(A). An island needs a time ds/(FA) to grow from s to s + ds atoms, so the number found in that interval is proportional to ν(A)/(FA). Islands with small areas linger. On the line, for s far below the mean size S, the areas and the birth rate have hardly changed since birth (on a surface the area also creeps up with size, through the logarithm found below), and

A(s→0) = ∫A[ν/(FA)]dA / ∫[ν/(FA)]dA = 1/⟨1/A⟩_new.

This is the harmonic mean over newborns. On the line, suppose that gaps of length g nucleate at a rate proportional to gᵖ, and let ⟨ ⟩ average over the gaps present. With A = g/2,

⟨1/A⟩_new = 2⟨gᵖ⁻¹⟩/⟨gᵖ⟩.

There is one island per gap, so Ā = ⟨g⟩. The scaled capture number C = σ/σ̄ at s/S → 0 is

C(0) = ⟨gᵖ⟩/(2⟨gᵖ⁻¹⟩⟨g⟩).

For p ≥ 1 and two independently drawn gaps g and g′,

(g − g′)(gᵖ⁻¹ − g′ᵖ⁻¹) ≥ 0,

because both factors have the same sign. Averaging gives 2⟨gᵖ⟩ − 2⟨g⟩⟨gᵖ⁻¹⟩ ≥ 0, hence C(0) ≥ 1/2.

**Q:** Which p should I believe?

**A:** If nucleation follows the local n², summing u² ∝ g⁴ over g sites gives p = 5. On a line that law counts repeated encounters of the same two walkers, although the first one already nucleates. When a gap seldom holds more than one adatom, a better count is this. Atoms arrive at rate Fg. A companion is present with probability (F/h)Σu ≈ Fg³/(12h). The chance that the two meet before reaching an edge does not depend on g in a long gap. The product gives p = 4, and solving the two-walker problem for gaps of 80 and 160 sites gives a power of 4.000.

I simulated both laws, letting each gap feed half its deposit to each end island. For s/S < 0.04, the local law gave C = 0.773 and the lone-pair law 0.759. The moment formula, evaluated on the final gaps, gives 0.769 and 0.754. Preference for wide gaps matters here. With the same final gaps but the next nuclei blind to gap length (p = 0), C(0) would be 0.384 and 0.373.

**Q:** My islands are on a surface. Does the half-gap rule survive?

**A:** The general formula does, but size now enters through a logarithm. Take a triangular lattice and measure lengths in lattice spacings. For slowly varying u, the six neighbour vectors d satisfy Σd_αd_β = 3δ_αβ, so

Lu ≈ −½ Σ(d·∇)²u = −(3/2)∇²u.

One site occupies an area √3/2. Integrating LG = (unit source at x) over a disc of radius r gives

−(3/2)(2πr)dG/dr = √3/2, so dG/dr = −κ/r, κ = 1/(2π√3) = 0.0919.

Near x, but beyond a few spacings, G = κ ln(ρ/r). The length ρ is set by the surrounding islands. At x itself the lattice keeps G finite, and we may write G(x,x) = κ ln(ρ/R₁), with R₁ = 0.162 from the lattice solution.

Now let the newborn capture at radius R. Outside it the density is u − AG, because a sink of total strength A has been added. Its average over the circle r = R must vanish. The circle average of u is u(x) − R²/6, since −(3/2)∇²(−r²/6) = 1 and the remaining part of u averages to its central value. Thus

A = [u(x) − R²/6]/[κ ln(ρ/R)], κ ln(ρ/R) = G(x,x) − κ ln(R/R₁).

For s atoms in a compact disc, I take R = ½ + √(√3 s/2π), where the half spacing allows for capture on contact. In a test gap with u(x) = 89.86 and G(x,x) = 0.4378, a single-atom nucleus has R = 1.025, and

A = (89.86 − 0.18)/(0.4378 − 0.1695) ≈ 334 sites.

The direct lattice solution gives 331. A newborn does badly close to an old island. Let its distance d from the island's edge be small against the island's radius but larger than R. Then u(x) falls in proportion to d. The absorbing edge acts like a source of opposite sign at distance 2d, so the denominator is about κ ln(2d/R) and falls much more slowly. Their ratio A is therefore small.

**Q:** Then at fixed coverage, does the newborn's share vanish for very large D/F?

**A:** Yes, in this model, but slowly. Enlarge all gaps and old islands by a factor b while the newborn stays atomic. Both u(x) and Ā grow as b², while the denominator gains κ ln b. The inverse share Ā/A therefore rises by equal steps per doubling. For periodic cells 24, 48 and 96 spacings wide, each holding one old island and one newborn, A/Ā is 0.679, 0.559 and 0.474. The inverses are 1.47, 1.79 and 2.11, rising by 0.32 each time.

Doubling the gap width is itself expensive. With N islands per site, u scales as 1/N apart from logarithms, and nucleation proportional to (F/h)u² gives N² dN ∝ (F/h)dθ, where θ is the coverage. At fixed θ, N ∝ (F/h)^(1/3), and the width N^(−1/2) grows as (h/F)^(1/6). To this leading order, doubling it takes roughly a 64-fold increase of h/F. That the smallest islands keep a finite share is thus strict on the line, but on a surface it holds only for finite D/F.

**Q:** What does this give for a metal I might deposit?

**A:** Take rough values in the regime of Ir on Ir(111): spacing 0.27 nm, hopping barrier 0.30 eV, attempt rate 10¹² s⁻¹ per direction, 200 K, 0.01 ML/s, growth to 0.1 ML. They give h ≈ 2.8×10⁴ s⁻¹ and h/F ≈ 2.8×10⁶. Islands are compact discs that merge on touching, and pairs are stable. Each disc is treated as a single sink at its centre, which is least accurate for a small island right beside a large one.

Nucleation per site is taken as Khn² with K = 4. To estimate K, note that a fixed sink captures at the rate FA ≈ hn/[κ ln(ρ/R)]. For two mobile adatoms the relative hop rate doubles, and counting each pair once halves the result, so K ≈ 1/[κ ln(ρ/R)] ≈ A/u(x). The recorded dimers give 4.04.

Eight runs gave 94 births between 0.02 and 0.1 ML. A site covers 0.0631 nm², so the mean newborn area is

367 × 0.0631 nm² ≈ 23 nm²,

against a mean of 39 nm² for all islands at those moments. The average share is 0.59 and its harmonic mean 0.54, although a dimer holds only 0.07 of the mean island's atoms. The capture numbers follow from D = (3/2)ha² (six hops of length a give a mean square displacement 6ha²t = 4Dt) and n̄ = Fū/(hΩ), with Ω = (√3/2)a² and ū the mean of u:

σ = FA/(D n̄) = A/(√3 ū).

They average 3.6 for newborns and 6.3 for the mean island.

**Q:** How much of that is the choice of a good gap?

**A:** Less than half. With the same islands present, an equal dimer placed at a random site clear of them gets a share of 0.45. Sites drawn from the local n² law add 0.14 ± 0.02 (one standard error, statistical only). That gain rests on the n² law. A mean zone here holds only about 0.01 adatom, so nuclei come from lone pairs, whose meeting places need not follow n², and the real gain may be smaller. Treating each island as a single central sink underrates dimers beside large islands, so the 0.45 is slightly too low and the true gain slightly smaller. Most of the finite area comes from diffusion alone: any isolated sink on a terrace drains its surroundings.

**Q:** How far would a real Ir surface move these numbers?

**A:** The quasi-steady assumption is safe here. An adatom lives ū/h on average, about 2 ms when the recorded dimers are born and 1.3 ms at the final coverage, while a newborn waits 0.27 s for its next atom. The surplus drained onto all islands after a birth in the test gap is 0.01 atom. With an assumed bond of 0.3 eV, about 0.001 dimer break-ups occur before the next capture.

Dimer motion is left out of the model. With an assumed barrier of 0.45 eV, a dimer drifts 0.7 nm in that time, against a zone radius of 2.7 nm. That is about 7 hops. Longer drift would not spread the dimers uniformly: those that reach an island merge with it, and the survivors are weighted towards open terrace, so the random-site value 0.45 is not the limit their share approaches.

Compact shape is the assumption I trust least at 200 K, because islands on close-packed metal surfaces can be ramified when edge diffusion is slow. Suppose branches enlarge the capture radius of old islands by a factor f. Near such an island u ≈ κĀ ln(r/R_old), so u drops across the terrace by about κĀ ln f. Ignoring the smaller change in ρ, the newborn's share drops by ln f/ln(ρ/R). From A/u ≈ 4.04, ln(ρ/R) ≈ 1/(4.04 × 0.0919) ≈ 2.7. For mild branching, say f = 1.3, the loss is about 0.10, leaving a share near 0.5. Fully ramified islands of a few tens of atoms can have a larger f; f = 1.5 gives a loss of about 0.15 on the same estimate. Both losses are upper values, because larger islands also lower G(x,x). If ρ follows the diffusion length, ρ ∝ √ū, the fall of ū from about 58 to 43 or 35 gives back roughly a third of the loss, and the shares come out near 0.52 and 0.49. These are model estimates, not measurements on Ir; the numerical output lists most of the values behind them, and the rest follow from the formulas above.

Computed results

```
1D gap 60 sites: newborn collects from 30.000 sites
1D lone-pair nucleation rate: power of gap length 4.000
1D local n^2, p=5: islands 371165, in smallest bin 3987
  C(s/S<0.04) simulated 0.773, from gap moments 0.769
  C(s/S near 1) 0.934, C(near 1.5) 1.242
  C(0) if next nuclei ignored gap length 0.384
1D lone pair, p=4: islands 372583, in smallest bin 4933
  C(s/S<0.04) simulated 0.759, from gap moments 0.754
  C(s/S near 1) 0.938, C(near 1.5) 1.196
  C(0) if next nuclei ignored gap length 0.373
2D log coefficient kappa 0.09189, one-site radius 0.1621 spacings
2D test gap: u(x) 89.86, G(x,x) 0.4378, one-site A 205.3 sites
  contact-capture newborn: direct A 330.8, log formula 334.3 sites
  largest monopole error over five islands 0.3 %
  largest monopole error with two close islands 2.7 %
2D cell 24 spacings wide: newborn area / mean area 0.679
2D cell 48 spacings wide: newborn area / mean area 0.559
2D cell 96 spacings wide: newborn area / mean area 0.474
Inputs: spacing 0.27 nm, barrier 0.3 eV, attempt 1e+12 1/s
  T 200 K, flux 0.01 ML/s, final coverage 0.1 ML, K 4
Hop rate per neighbour 2.756e+04 1/s, h/F 2.756e+06
Site area 0.0631 nm^2, box 160 x 160 sites, 8 runs
Final islands per run 45.9, density 2.84e+12 1/cm^2
Mergers per run 1.4
Final mean collection area 558 sites = 35.2 nm^2
Newborns recorded (0.02 to 0.10 ML): 94
Newborn area 367 sites = 23.2 nm^2
Mean area at those births 39.0 nm^2
Newborn area / mean area: arithmetic 0.590, harmonic 0.542
Dimer size / mean island size at birth 0.072
Random-site dimer area / mean area 0.453
Advantage of nucleation sites 0.136 +- 0.021
Capture number: newborn 3.63, mean island 6.30
Final area ratio: s/S<0.3 0.519, s/S>1.5 1.555
Pair-capture estimate of K 4.04
Time to next captured atom 0.273 s, mean adatom life 1.28 ms
Transient excess in the test gap 0.0108 atoms
Assumed dimer barrier 0.45 eV: drift 0.74 nm before next atom
  newborn zone radius 2.72 nm
Assumed bond 0.3 eV: dimer break-ups before next atom 1.2e-03
```
